Commensurate twists of bilayer graphene and their exact point groups, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Angles, supercells and the two families

Q: You turn one honeycomb sheet over another and speak of "commensurate" angles. What is assumed about the sheets, and what does the word demand?

A: Both sheets are rigid and flat, have the same lattice constant a, and lie parallel at different heights. This is the geometry of bilayer graphene before the atoms relax. A translation of the whole bilayer along the plane cannot exchange the sheets, because their heights differ. It must carry each sheet into itself. The twist is commensurate when the two sheets share a translation other than zero.

I measure lengths in units of a and write a point of the plane as a complex number. The basis vectors of sheet 1 are

a₁ = 1,  a₂ = ζ = exp(iπ/3),

and its lattice is L, the set of all i + jζ with integers i and j. Three relations are needed throughout:

ζ² = ζ − 1,  ζ̄ = 1 − ζ,  |i + jζ|² = i² + ij + j².

The first shows that L is closed under multiplication. I call its six elements of length one, the powers of ζ, the units. Multiplying L by a unit gives L again.

Sheet 2 is turned counterclockwise by θ, that is, multiplied by ρ = exp(iθ). Its lattice is ρL.

Q: One shared translation gives a periodic row. A crystal needs two independent ones.

A: The second comes free. If x lies in both L and ρL, so does ζx, since both lattices are invariant under a turn by 60°. The vectors x and ζx are independent.

The same invariance limits the angles. Replacing θ by θ + 60° leaves ρL unchanged, and θ = 0 is the untwisted case, so I take 0 < θ < 60°. The position of the rotation axis does not enter yet. It shifts sheet 2 as a whole and leaves its translations alone.

Q: Then find the angles. I do not want a list of examples promoted to a theorem.

A: Suppose x = ρy with x and y in L, both nonzero. They have equal length; let n = |x|² = |y|². Then

ρ = x/y = xȳ/n.

The product xȳ lies in L, so it equals p + qζ with integers p and q. Because ζ = 1/2 + i√3/2,

cos θ = (p + q/2)/n,  sin θ = (√3/2) q/n.

The half-angle formula tan(θ/2) = sin θ/(1 + cos θ) gives, after multiplication of numerator and denominator by 2n,

s ≡ √3 tan(θ/2) = 3q/(2n + 2p + q).

So s is rational. For 0 < θ < 60° the tangent of θ/2 lies between 0 and 1/√3, hence 0 < s < 1. I now write

s = r/(2m + r).

Solving for the ratio of m to r gives 2ms = r(1 − s), or

m/r = (1 − s)/(2s).

The right side is a positive rational number. It fixes one pair of positive integers m and r without a common factor. Every commensurate angle therefore has one such pair, and different angles have different pairs.

Q: That shows that a commensurate angle has a pair. It does not show that every pair gives a commensurate angle.

A: First the angle. With T = tan(θ/2), the definition of s gives T² = r²/[3(2m + r)²], so

cos θ = (1 − T²)/(1 + T²) = [3(2m + r)² − r²]/[3(2m + r)² + r²].

Since 3(2m + r)² = 12m² + 12mr + 3r², division of both parts by 4 yields

cos θ = (3m² + 3mr + r²/2)/N,  N = 3m² + 3mr + r².

Now take the two lattice vectors

z = m + (m + r)ζ,  w = (m + r) + mζ.

Both have squared length m² + m(m + r) + (m + r)² = N. Their quotient is zw̄/N, and

zw̄ = 2m(m + r) + m²ζ̄ + (m + r)²ζ.

The real part is 2m² + 2mr + [m² + (m + r)²]/2 = 3m² + 3mr + r²/2. The imaginary part is (√3/2)[(m + r)² − m²], which is positive. So z/w has length one, the required cosine and a positive sine. Hence

ρ = z/w,  z = ρw,

and z is a translation shared by both sheets. The pairs of coprime positive integers and the commensurate angles between 0 and 60° correspond one to one.

A direct search supports the count. The angles between all equally long lattice vectors, up to a squared length of 100, are 28 in number within this interval. They agree with the formula.

Q: You found a shared vector z. Is it the shortest?

A: Not in every case, and this is where the remainder of r modulo 3 enters. A common factor of z and w in L can be cancelled from ρ = z/w, and that leaves a shorter shared vector. Let g be such a common factor. It also divides the difference

z − w = −r + rζ = r(ζ − 1) = rζ²,

and therefore r, because ζ² is a unit. With the abbreviation λ = 1 + ζ one has

w = mλ + r,

so g divides mλ too. Since m and r are coprime, there are integers A and B with Am + Br = 1. Multiplication by λ gives

λ = A(mλ) + (Bλ)r,

and g divides both terms. So g divides λ, and |g|² divides |λ|² = 1 + 1 + 1 = 3. Either g is a unit, which changes nothing, or |g|² = 3 and g is λ times a unit.

Q: When does the second case occur?

A: From w = mλ + r and z = mλ + rζ, the number λ divides both exactly when it divides r. If λ divides r, then 3 divides r², hence r. Conversely, 3 = λλ̄, so every multiple of 3 contains λ. This gives two families.

If 3 does not divide r, I set z' = z and w' = w.

If r = 3k, I divide by λ. With 3/λ = λ̄ = 2 − ζ,

z' = m + kζ(2 − ζ) = m + k(2ζ − ζ + 1) = (m + k) + kζ,

w' = m + k(2 − ζ) = (m + 2k) − kζ.

No further factor remains. A second factor λ would make λ², of squared length 9, a common factor of z and w, and 9 does not divide 3.

Q: "No common factor" sounds final for integers. Does it settle the lattice of shared translations for complex numbers?

A: It does once division with remainder works in L. The lattice consists of equilateral triangles of side 1, so any complex number lies within 1/√3 of a lattice point. When one element of L is divided by another and the quotient is rounded to the nearest lattice point, the remainder is shorter than the divisor. Euclid's algorithm then runs as for integers. For z' and w' it supplies u and v in L with

uz' + vw' = 1.

Now let x = ρy be any shared translation. From ρ = z'/w' we have w'x = z'y, and so

x = (uz' + vw')x = z'(ux) + v(z'y) = z'(ux + vy).

Every shared translation is a multiple of z'. Conversely, z'l = ρ(w'l) is shared for each l in L. Therefore

L ∩ ρL = z'L.

The superlattice is hexagonal, with vectors t₁ = z' and t₂ = ζz'. In terms of a₁ and a₂, for 3 not dividing r,

t₁ = m a₁ + (m + r) a₂,  t₂ = −(m + r) a₁ + (2m + r) a₂,

and for r = 3k,

t₁ = (m + k) a₁ + k a₂,  t₂ = −k a₁ + (m + 2k) a₂.

The second vectors follow from ζ² = ζ − 1.

The supercell is larger than the graphene cell by the factor Σ = |z'|²:

Σ = N if 3 does not divide r,  Σ = N/3 if 3 divides r.

Each graphene cell has two atoms and there are two sheets, so the supercell holds 4Σ atoms. Its side is a√Σ.

Q: Put numbers in.

A: I take the round value a = 2.5 angstrom. For m = r = 1,

N = 3 + 3 + 1 = 7,  cos θ = 6.5/7,  θ = 21.79°.

Here Σ = 7, and the supercell has 28 atoms and side 2.5 × √7 = 6.614 angstrom, or 12.50 bohr.

For m = 1, r = 3,

N = 3 + 9 + 9 = 21,  cos θ = 16.5/21,  θ = 38.21°.

Since 3 divides r, Σ = 21/3 = 7. The supercell has the same size as before.

Q: Those angles add to 60°. Coincidence?

A: No. Let θ' = 60° − θ. The subtraction formula for the tangent gives

s' = √3 tan(30° − θ/2) = √3 (1/√3 − T)/(1 + T/√3) = (1 − s)/(1 + s/3).

Insert s = r/(2m + r). The numerator is 2m/(2m + r), and the denominator is (6m + 4r)/[3(2m + r)]. So

s' = 6m/(6m + 4r) = 3m/(3m + 2r).

This has the form r'/(2m' + r') with r' = 3m and m' = r. A common factor of 3m and r can only be 3, because m and r are coprime. Hence

(m', r') = (r, 3m) if 3 does not divide r,

(m', r') = (r/3, m) if 3 divides r.

In the second line m is not a multiple of 3, since r is. The map therefore exchanges the families.

The sizes agree for a geometric reason. The reflection p → p̄ maps L to itself and ρL to ρ̄L. Multiplication by the unit ζ does not change this lattice, so it is also ζρ̄L, the lattice turned by 60° − θ. As pairs of lattices, the partners are mirror images.

Q: Then the families are one family seen in a mirror, and the distinction is empty.

A: For the bare lattices it only says which of the two mirror images one has. It gains content when atoms are placed on the rotation axis, because a turn by 60° about an atom does not map the honeycomb to itself. It keeps the sublattice of that atom in place but carries the other sublattice onto the hexagon centres. That belongs to the question of symmetry.

Q: Before that, how is the supercell related to the moiré pattern? I can see a period even when I cannot find an exact one.

A: The moiré pattern repeats the local registry of the sheets, not the atomic positions. The point y of sheet 1 and its turned copy p = ρy differ by

p − y = (1 − ρ̄)p.

The registry at p returns when this displacement changes by a vector of L. For θ up to 30° the moiré lattice is thus L/(1 − ρ̄), and its period is

1/|1 − ρ| = 1/[2 sin(θ/2)].

For a commensurate twist in this range,

1 − ρ̄ = 1 − w/z = (z − w)/z = rζ²/z,

so the moiré lattice is zL/r, with period √N/r. The supercell area divided by the moiré area is Σr²/N. This equals r² in the first family and r²/3 in the second.

Above 30° the lattice of sheet 2 is reached by a smaller turn in the opposite direction, through 60° − θ. That turn sets the visible period, which is therefore 1/[2 sin(30° − θ/2)], the same as for the partner twist. Mirror images must agree in this. Near 60° the period is long again: (1,93), at 58.95°, shares the period 54.6a of its partner (31,1).

For (1,1) the supercell is one moiré cell, and so it is for its partner (1,3). Putting the angle of (1,3) into 1/[2 sin(θ/2)] would give 3.819 angstrom. That is the repeat of the displacement p − y, not the visible period of 6.614 angstrom. At these two large angles the period is only 2.6a, so no slowly varying pattern is visible.

Q: At small angles, then, does the exact supercell vary smoothly with θ?

A: It does not. Every rational s between 0 and 1 is allowed, so commensurate angles are dense, while Σ depends on the integers behind the fraction. Compare two twists:

(31,1): θ = 1.050°, 11908 atoms, supercell side 136.4 angstrom, moiré period 136.4 angstrom.

(94,3): θ = 1.039°, 36484 atoms, supercell side 238.8 angstrom, moiré period 137.8 angstrom.

The moiré period differs by about one percent, the supercell side by a factor of 1.75. The second supercell holds three moiré cells, as r²/3 requires for r = 3. Between these two angles lie others with supercells as large as one likes, because only finitely many pairs (m, r) have Σ below a given bound.

## Part 2. The rotation centre and the exact point group

Q: Restate what you carry over.

A: Lengths are in units of a, and points are complex numbers. The lattice of sheet 1 is L, made of i + jζ with ζ = exp(iπ/3); its units are the six powers of ζ. Sheet 2 is turned by ρ = exp(iθ), with 0 < θ < 60°. For coprime positive m and r, ρ = z'/w', where z' and w' lie in L and have no common factor. They come from z = m + (m + r)ζ and w = (m + r) + mζ. If 3 does not divide r, they are z and w themselves. If r = 3k, both are divided by λ = 1 + ζ, where λλ̄ = 3. The shared translations are z'L, and Σ = |z'|² = |w'|². I also use

z − w = rζ²,  z + w = (2m + r)λ,  uz' + vw' = 1 for some u, v in L.

The atoms enter now. With a hexagon centre at 0, the atoms of an unturned sheet lie at L + τ (sublattice A) and L − τ (sublattice B), where

τ = λ/3 = 1/λ̄.

Since ζτ = (ζ + ζ²)/3 = (2ζ − 1)/3 = ζ − τ, a 60° turn about a hexagon centre exchanges A and B.

Q: I have heard that a twist about a hexagon gives D6 and a twist about an atom gives D3. What is left to derive?

A: Which group is meant. The site group contains the operations that leave a point of the rotation axis, midway between the sheets, in place. The crystal class contains the rotational parts of all symmetry operations of the bilayer, wherever their axes lie. "Atom centre gives D3" is right for the site group when atom lies on atom. For the crystal class it holds in one family and fails in the other.

Q: Show how the centre enters.

A: Let the point c₁ of sheet 1 and the point c₂ of sheet 2 lie on the axis. The hexagon centres are then at −c₁ + L and ρ(−c₂ + L). Moving the origin by c₁ places them at

L and d + ρL,  d = c₁ − ρc₂.

Adding a vector of ρL to d changes nothing. Adding a vector of L gives the same bilayer shifted by that vector. So d matters only modulo the sum lattice

L + ρL = (w'L + z'L)/w' = L/w'.

The last step uses uz' + vw' = 1: the set w'L + z'L contains 1 and hence all of L. I therefore describe the bilayer by

δ = w'd = w'c₁ − z'c₂, taken modulo L.

The commensurate angles and their supercells are now known, and the effect of the rotation centre is contained in a single quantity, δ modulo L. It remains to find which symmetry operations survive for each δ, and so which crystal class each choice of centre gives.

All numerical values are calculated from the stated model.
